# Mean First-Shell Coordination of fcc Cuboctahedral Clusters in EXAFS: a program that tests the result

```python
# Result under test: an fcc cuboctahedron with K closed geometric shells has
#   n = (2K+1)(5K^2+5K+3)/3 atoms, B = 4K(5K^2+3K+1) nearest-neighbour bonds,
#   mean first-shell coordination Nbar = 2B/n.
# Clusters are built from coordinates and neighbours are found by distance.
# Also tested: site classes, growth of the bond count, monotonic rise,
# large-K limit, atom weighting of mixtures, and the bias caused by unequal
# Gaussian bond disorder (variance sigma^2, photoelectron wavenumber k).
import itertools
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.spatial import cKDTree

BOND_PM = 280.0


def atoms_formula(K):
    return (2*K + 1)*(5*K**2 + 5*K + 3)//3


def bonds_formula(K):
    return 4*K*(5*K**2 + 3*K + 1)


def missing_formula(K):
    return 12*(3*K**2 + 3*K + 1)


def mean_formula(K):
    return 2*bonds_formula(K)/atoms_formula(K)


square_normals = np.array([s*np.eye(3, dtype=int)[i]
                           for i in range(3) for s in (1, -1)])
triangle_normals = np.array(list(itertools.product((1, -1), repeat=3)))


def build_cluster(K):
    """Return integer sites, bonded pairs, coordinations and facet contacts."""
    sites = np.array([p for p in itertools.product(range(-K, K + 1), repeat=3)
                      if sum(p) % 2 == 0 and sum(map(abs, p)) <= 2*K])
    positions = sites*BOND_PM/np.sqrt(2)
    pairs = cKDTree(positions).query_pairs(1.05*BOND_PM, output_type='ndarray')
    lengths = np.linalg.norm(positions[pairs[:, 0]] - positions[pairs[:, 1]],
                             axis=1)
    assert np.allclose(lengths, BOND_PM)
    coordination = np.bincount(pairs.ravel(), minlength=len(sites))
    on_square = (sites @ square_normals.T == K).sum(axis=1)
    on_triangle = (sites @ triangle_normals.T == 2*K).sum(axis=1)
    radii = np.linalg.norm(positions, axis=1)
    assert np.isclose(radii.max(), K*BOND_PM)
    assert np.isclose(radii, K*BOND_PM).sum() == 12
    return sites, pairs, coordination, on_square, on_triangle


# Facet contacts (square, triangular) identify each kind of site.
site_kinds = {
    'vertex': ((2, 2), 5, lambda K: 12),
    'edge': ((1, 1), 7, lambda K: 24*(K - 1)),
    'square face': ((1, 0), 8, lambda K: 6*(K - 1)**2),
    'triangular face': ((0, 1), 9, lambda K: 4*(K - 1)*(K - 2)),
    'interior': ((0, 0), 12, lambda K: atoms_formula(K - 1)),
}

clusters = {}
site_counts = {}
site_coordinations = {}
surface_bonds = {}
for K in range(1, 9):
    sites, pairs, coordination, sq, tri = build_cluster(K)
    clusters[K] = (len(sites), len(pairs), coordination)
    counts = []
    for name, (contacts, expected_coordination, expected_count) in site_kinds.items():
        selected = (sq == contacts[0]) & (tri == contacts[1])
        assert selected.sum() == expected_count(K), (K, name)
        assert np.all(coordination[selected] == expected_coordination), (K, name)
        if selected.any():
            site_coordinations[name] = int(coordination[selected][0])
        counts.append(int(selected.sum()))
    assert sum(counts) == len(sites)
    site_counts[K] = counts
    surface = (sq + tri) > 0
    assert surface.sum() == 10*K**2 + 2
    surface_bonds[K] = int((surface[pairs[:, 0]] & surface[pairs[:, 1]]).sum())
    assert surface_bonds[K] == 24*K**2
    assert len(sites) == atoms_formula(K)
    assert len(pairs) == bonds_formula(K)
    assert np.sum(12 - coordination) == missing_formula(K)
    assert np.isclose(coordination.mean(), mean_formula(K), rtol=1e-13)
    if K > 1:
        old_missing = int(np.sum(12 - clusters[K - 1][2]))
        assert len(pairs) - clusters[K - 1][1] == surface_bonds[K] + old_missing

# Symbolic derivative and asymptotic law.
x = sp.symbols('x', positive=True)
mean_symbolic = 24*x*(5*x**2 + 3*x + 1)/((2*x + 1)*(5*x**2 + 5*x + 3))
positive_polynomial = 15*x**4 + 30*x**3 + 21*x**2 + 6*x + 1
derivative_claim = 72*positive_polynomial/((2*x + 1)*(5*x**2 + 5*x + 3))**2
assert sp.simplify(sp.diff(mean_symbolic, x) - derivative_claim) == 0
limit_coefficient = sp.limit(sp.together(x*(12 - mean_symbolic)), x, sp.oo)
assert limit_coefficient == sp.Rational(54, 5)

# Equal numbers of the two smallest clusters: pool every absorbing atom.
pooled_mean = np.concatenate((clusters[1][2], clusters[2][2])).mean()
weighted_mean = (2*bonds_formula(1) + 2*bonds_formula(2))/(
    atoms_formula(1) + atoms_formula(2))
plain_mean = (clusters[1][2].mean() + clusters[2][2].mean())/2
assert np.isclose(pooled_mean, weighted_mean)
assert pooled_mean > plain_mean + 0.1

# Disorder in the two-shell cluster; lengths in pm, wavenumbers in 1/pm.
variance_inner, variance_surface = 50.0, 150.0
k_low, k_high = 0.04, 0.12


def gaussian_average(k, variance):
    width = np.sqrt(variance)
    return quad(lambda u: np.exp(-u*u/(2*variance))*np.cos(2*k*u)
                / np.sqrt(2*np.pi*variance), -10*width, 10*width,
                epsabs=1e-12, epsrel=1e-11, limit=200)[0]


def amplitude_from_bonds(k):
    atom_count, bond_count, _ = clusters[2]
    outer = surface_bonds[2]
    return 2*((bond_count - outer)*gaussian_average(k, variance_inner)
              + outer*gaussian_average(k, variance_surface))/atom_count


def amplitude_formula(k):
    fraction = 24*2**2/bonds_formula(2)
    return mean_formula(2)*((1 - fraction)*np.exp(-2*k*k*variance_inner)
                            + fraction*np.exp(-2*k*k*variance_surface))


def apparent_coordination(k1, k2):
    a1, a2 = amplitude_from_bonds(k1), amplitude_from_bonds(k2)
    slope = (np.log(a2) - np.log(a1))/(k2**2 - k1**2)
    return np.exp(np.log(a1) - slope*k1**2), -slope/2


for k in (0.02, k_low, 0.08, k_high):
    assert np.isclose(amplitude_from_bonds(k), amplitude_formula(k), rtol=1e-8)
for k1, k2 in ((0.02, 0.06), (0.03, 0.10), (k_low, k_high), (0.08, 0.14)):
    assert apparent_coordination(k1, k2)[0] < clusters[2][2].mean()
apparent, apparent_variance = apparent_coordination(k_low, k_high)

# Sizes compatible with a round measured coordination and its uncertainty.
measured, relative_error = 9.0, 0.10
lower, upper = measured*(1 - relative_error), measured*(1 + relative_error)
compatible = [K for K in clusters if lower <= clusters[K][2].mean() <= upper]
assert compatible and max(compatible) < max(clusters)

print('Coordination by site kind (neighbours per atom):')
for name in site_kinds:
    print(f'  {name}: {site_coordinations[name]}')
print('Site counts: K, vertex, edge, square, triangular, interior (atoms)')
for K in range(1, 7):
    print(' ', K, *site_counts[K])
print('K, atoms, bonds, missing neighbours, mean coordination (all counts)')
for K in range(1, 7):
    n_atoms, n_bonds, coordination = clusters[K]
    print(f'  {K} {n_atoms} {n_bonds} {np.sum(12-coordination)} '
          f'{coordination.mean():.4f}')
print(f'Large-K coefficient of 1/K in 12 - Nbar: {float(limit_coefficient):.1f}')
print(f'Large-K estimate at K=6: {12-float(limit_coefficient)/6:.3f} neighbours')
print(f'Bond length: {BOND_PM:.0f} pm')
print(f'Measured coordination: {measured:.1f}, error {100*relative_error:.0f} %')
print(f'Accepted coordination range: {lower:.1f} to {upper:.1f}')
for K in compatible:
    print(f'  compatible K={K}: {clusters[K][0]} atoms, '
          f'diameter {2*K*BOND_PM:.0f} pm, Nbar {clusters[K][2].mean():.3f}')
print(f'Equal-number 13/55 mixture, atom-weighted mean: {pooled_mean:.3f}')
print(f'Equal-number 13/55 mixture, plain mean: {plain_mean:.3f}')
print(f'Surface-surface bonds at K=2: {surface_bonds[2]} bonds')
print(f'Surface-surface bond fraction: {surface_bonds[2]/clusters[2][1]:.4f}')
print(f'Variance, bonds with an interior atom: {variance_inner:.0f} pm^2')
print(f'Variance, surface-surface bonds: {variance_surface:.0f} pm^2')
for k in (k_low, k_high):
    print(f'Amplitude A at k={k:.2f} pm^-1: {amplitude_from_bonds(k):.4f} '
          '(neighbour units)')
print(f'Apparent coordination: {apparent:.3f} neighbours')
print(f'Apparent variance: {apparent_variance:.2f} pm^2')
print(f'Coordination bias: {100*(apparent/clusters[2][2].mean()-1):.2f} %')
print('every check passed')
```

Output:

```
Coordination by site kind (neighbours per atom):
  vertex: 5
  edge: 7
  square face: 8
  triangular face: 9
  interior: 12
Site counts: K, vertex, edge, square, triangular, interior (atoms)
  1 12 0 0 0 1
  2 12 24 6 0 13
  3 12 48 24 8 55
  4 12 72 54 24 147
  5 12 96 96 48 309
  6 12 120 150 80 561
K, atoms, bonds, missing neighbours, mean coordination (all counts)
  1 13 36 84 5.5385
  2 55 216 228 7.8545
  3 147 660 444 8.9796
  4 309 1488 732 9.6311
  5 561 2820 1092 10.0535
  6 923 4776 1524 10.3489
Large-K coefficient of 1/K in 12 - Nbar: 10.8
Large-K estimate at K=6: 10.200 neighbours
Bond length: 280 pm
Measured coordination: 9.0, error 10 %
Accepted coordination range: 8.1 to 9.9
  compatible K=3: 147 atoms, diameter 1680 pm, Nbar 8.980
  compatible K=4: 309 atoms, diameter 2240 pm, Nbar 9.631
Equal-number 13/55 mixture, atom-weighted mean: 7.412
Equal-number 13/55 mixture, plain mean: 6.697
Surface-surface bonds at K=2: 96 bonds
Surface-surface bond fraction: 0.4444
Variance, bonds with an interior atom: 50 pm^2
Variance, surface-surface bonds: 150 pm^2
Amplitude A at k=0.04 pm^-1: 5.8786 (neighbour units)
Amplitude A at k=0.12 pm^-1: 1.0803 (neighbour units)
Apparent coordination: 7.265 neighbours
Apparent variance: 66.17 pm^2
Coordination bias: -7.51 %
every check passed
```
